# Induction and dispersion at second order: unique split and sign, part 2

Dispersion is said to attract two ground-state molecules in every orientation. The opening objection was that reversing one dipole reverses their interaction, so why not the second-order energy?

Systems A and B do not overlap and have non-degenerate ground states $0$, excited states $|a\rangle,|b\rangle$, excitation energies $\omega_a,\omega_b$ and lowest gaps $\Delta_A,\Delta_B$. Product states are $|ab\rangle$. For a coupling $V$, the first-order energy is $\langle00|V|00\rangle$ and the second-order energy is

$$E_2[V]=-\langle00|V\mathcal RV|00\rangle=-\sum_{(a,b)\neq(0,0)}\frac{|\langle ab|V|00\rangle|^2}{\omega_a+\omega_b},$$

where $\mathcal R$ is the reduced resolvent. Uniquely, $V=c+v_A+v_B+W$: $c$ is a number, $v_A$ and $v_B$ act on one system each with zero ground-state mean, and $W$ averages to zero over either ground state (its "partial means"). So $W|00\rangle$ has both systems excited, and

$$E_2[V]=E_2[v_A]+E_2[v_B]+E_2[W],$$

which are induction of A, induction of B, and dispersion:

$$E_{\rm ind}^A=-\sum_{a\ne0}\frac{|\langle a0|V|00\rangle|^2}{\omega_a},$$

$$E_{\rm disp}=-\sum_{a\ne0}\sum_{b\ne0}\frac{|\langle ab|V|00\rangle|^2}{\omega_a+\omega_b}\le0 .$$

For neutral molecules with clamped nuclei and centres separated by $\mathbf R=R\,\mathbf n$, the leading term of the Coulomb energy's Taylor expansion is, in atomic units,

$$V=\boldsymbol\mu_A\cdot T\boldsymbol\mu_B,\qquad T_{kl}=\frac{\delta_{kl}-3n_kn_l}{R^3}.$$

With dipole operators $\boldsymbol\mu=\mathbf d+\delta\boldsymbol\mu$ and permanent dipoles $\mathbf d$, $v_A=\delta\boldsymbol\mu_A\cdot T\mathbf d_B$ and $W=\delta\boldsymbol\mu_A\cdot T\,\delta\boldsymbol\mu_B$.

The numerical check obtains $E_2$ from eigenvalues at several small coupling strengths. The closing list includes earlier tests. The general model randomly couples four states to five; moving $s\,v_A$ out of $W$ into the one-body part gives the excess $2s(1+s)\,E_2[v_A]$, listed for $s=\tfrac12$ and $s=-1$. The rank test of the conditions on the pieces couples three states to two. The two-level systems have a coupling that flips both at once.

The question now is: when does $W|00\rangle$ vanish?

**A:** Compute its norm. With the covariance matrix $C_{ik}=\langle0|\delta\mu_i\,\delta\mu_k|0\rangle$ of each molecule,

$$\|W|00\rangle\|^2=\sum_{ijkl}T_{ij}T_{kl}\,C^A_{ik}\,C^B_{jl}={\rm Tr}\,(T\,C_B\,T^{\mathsf T}C_A).$$

For any unit vector $\mathbf e$ we have $\mathbf e\cdot C\mathbf e=\|\mathbf e\cdot\delta\boldsymbol\mu\,|0\rangle\|^2\ge0$. Suppose this were zero. The dipole operator multiplies the wavefunction by a function of the electron positions. So the wavefunction could differ from zero only where $\mathbf e\cdot\boldsymbol\mu$ equals its mean, that is, where the sum of the electron coordinates along $\mathbf e$ has one fixed value. That is a plane in the space of all electron coordinates. It has no volume, so the norm of the wavefunction would be zero, which is impossible. Hence $C$ is positive definite for any molecule with electrons.

The trace can be written as the sum of the squared elements of $C_A^{1/2}\,T\,C_B^{1/2}$. Both roots are invertible and $T$ is not zero, so the sum is positive, and $W|00\rangle\neq0$ in every orientation. This vector lies in the doubly excited space, where the resolvent is strictly positive. Therefore $E_{\rm disp}<0$, without exception, for this coupling. For a general coupling the first half gives $E_{\rm disp}\le0$, with zero if and only if $W|00\rangle=0$.

The same norm limits the strength. Every denominator is at least $\Delta_A+\Delta_B$, so

$$|E_{\rm disp}|\le\frac{{\rm Tr}(T\,C_B\,T^{\mathsf T}C_A)}{\Delta_A+\Delta_B}.$$

**Q:** I can break your theorem. Let each molecule be a charge on a straight wire. Put wire A along the line joining the two and wire B across it. The dipoles do not couple at all.

**A:** That is correct, and it shows which assumption carries the argument. For wires along $\mathbf e_A$ and $\mathbf e_B$, all matrix elements contain the factor $\mathbf e_A\cdot T\mathbf e_B$, which is proportional to $\mathbf e_A\cdot\mathbf e_B-3(\mathbf e_A\cdot\mathbf n)(\mathbf e_B\cdot\mathbf n)$. In your arrangement both terms vanish, and with them the dispersion energy of the dipole coupling. Higher terms of the Taylor expansion survive: the next one, linear in the coordinate of A and quadratic in that of B, falls as $R^{-4}$ and leaves a dispersion energy of order $R^{-8}$. The covariance matrix of a wire has two zero eigenvalues, so the proof does not apply. Electrons in three dimensions fluctuate in all directions.

**Q:** A strict inequality can still be useless. The energy might come as close to zero as one likes in some orientation.

**A:** At fixed $R$ it cannot, and there is a bound that does not involve the orientation. It requires the energy in terms of polarizabilities. We start from an integral. For $\omega_a\ne\omega_b$, partial fractions give

$$\int_0^\infty\!\frac{d\omega}{(\omega_a^2+\omega^2)(\omega_b^2+\omega^2)}=\frac{1}{\omega_b^2-\omega_a^2}\,\frac\pi2\left(\frac1{\omega_a}-\frac1{\omega_b}\right)=\frac{\pi}{2\,\omega_a\omega_b(\omega_a+\omega_b)},$$

and the case $\omega_a=\omega_b$ follows by continuity. Solving for the energy denominator,

$$\frac1{\omega_a+\omega_b}=\frac1{2\pi}\int_0^\infty\!d\omega\;\frac{2\omega_a}{\omega_a^2+\omega^2}\;\frac{2\omega_b}{\omega_b^2+\omega^2}.$$

Without magnetic effects the states can be chosen real, and so can the transition moments $m^a_i=\langle a|\mu_i|0\rangle$. The polarizability at imaginary frequency is

$$\alpha_{ij}(i\omega)=\sum_{a\neq0}\frac{2\omega_a\,m^a_im^a_j}{\omega_a^2+\omega^2}.$$

Inserting the integral into the dispersion sum, with $\langle ab|V|00\rangle=\mathbf m^a\cdot T\mathbf m^b$, gives

$$E_{\rm disp}=-\frac1{2\pi}\int_0^\infty\!d\omega\;{\rm Tr}\big[\alpha_A(i\omega)\,T\,\alpha_B(i\omega)\,T^{\mathsf T}\big].$$

Now let $\alpha^{\min}$ be the smallest eigenvalue of $\alpha(i\omega)$. It is positive: if $\mathbf e\cdot\alpha\,\mathbf e$ vanished, every $\mathbf e\cdot\mathbf m^a$ would vanish, and so would $\mathbf e\cdot C\mathbf e=\sum_a(\mathbf e\cdot\mathbf m^a)^2$. For a matrix $M$ without negative eigenvalues, ${\rm Tr}(\alpha M)\ge\alpha^{\min}\,{\rm Tr}M$, as one sees in the eigenbasis of $M$. Using this first for A and then for B,

$${\rm Tr}[\alpha_AT\alpha_BT^{\mathsf T}]\ge\alpha_A^{\min}\alpha_B^{\min}\,{\rm Tr}(TT^{\mathsf T})=\frac{6}{R^6}\,\alpha_A^{\min}\alpha_B^{\min}.$$

The 6 is $1+1+4$, because $T$ has the eigenvalues $1,1,-2$ times $R^{-3}$. The largest eigenvalues give the opposite inequality. Hence, in every orientation,

$$\frac{6k_{\min}}{R^6}\le|E_{\rm disp}|\le\frac{6k_{\max}}{R^6},\qquad k_{\min}=\frac1{2\pi}\int_0^\infty\!\alpha_A^{\min}\alpha_B^{\min}\,d\omega,$$

and $k_{\max}$ is the same integral over the largest eigenvalues. Retardation is left out: $R$ must be small compared with the wavelengths of the transitions that matter.

**Q:** Show me a molecule with a large permanent dipole, so that induction has a chance to compete.

**A:** Take two LiH molecules with a bond length of 3 bohr and a separation $R=20$ bohr. Each is treated by frozen-core full configuration interaction in the def2-TZVP basis. The numbers belong to this level of theory and to dipole coupling; the basis is small and lacks diffuse functions, so they illustrate the formulas and are not converged properties of LiH. The permanent dipole is $d=2.272$ atomic units and points from H to Li. The static polarizability is $24.4$ along the bond and $26.2$ across it. In the larger aug-cc-pVTZ basis these three values become $2.304$, $25.6$ and $29.8$, the induction energy of the first row below grows by about 8 per cent, and the dispersion energies grow by 24 to 42 per cent.

The angles $\theta_A$ and $\theta_B$ are those between each Li→H direction and the line joining the molecules, and $\phi$ is the twist about that line. Energies are in microhartree.

| $\theta_A,\theta_B,\phi$ | first order | ind. A | ind. B | disp. |
|---|---|---|---|---|
| 0, 0, 0 | −1290 | −3.943 | −3.943 | −1.419 |
| 0, 180, 0 | +1290 | −3.943 | −3.943 | −1.419 |
| 90, 90, 0 | +645 | −0.986 | −0.986 | −1.433 |
| 90, 90, 90 | 0 | −1.055 | −1.055 | −1.430 |
| 0, 90, 0 | 0 | −1.055 | −4.219 | −1.416 |

The first two rows answer your opening objection. With dipole coupling, reversing one LiH molecule reverses the first-order energy and leaves every second-order part unchanged. The reason is the axis: turning the molecule end over end and then reflecting it in a plane through its axis, which is one of its symmetries, sends $\boldsymbol\mu$ to $-\boldsymbol\mu$ and so $V$ to $-V$. For a molecule of lower symmetry the turn can change the size of the second-order parts, though not their sign. The same is true for LiH once the higher multipoles are kept, and at 20 bohr they are not small. With the full Coulomb coupling the first row has induction energies of $-5.77$ and $-2.89$ and a dispersion energy of $-1.45$ microhartree. Turning B about the midpoint of its bond, so that the two hydrogen ends face each other, gives $-4.37$, $-4.37$ and $-2.07$. The second row also shows what the theorem does not say: the interaction as a whole can be repulsive.

**Q:** Can I check the induction column by hand?

**A:** Yes. The term $v_A=\delta\boldsymbol\mu_A\cdot T\mathbf d_B$ is the energy $-\mathbf F\cdot\delta\boldsymbol\mu_A$ in the static field $\mathbf F=-T\mathbf d_B$. The induction sum then becomes

$$E^A_{\rm ind}=-\sum_{a\neq0}\frac{(\mathbf F\cdot\mathbf m^a)^2}{\omega_a}=-\tfrac12\,\mathbf F\cdot\alpha_A(0)\,\mathbf F,$$

because $\alpha(0)$ contains $2/\omega_a$. In the first row the field is $2d/R^3=2\times2.272/8000=5.68\times10^{-4}$ along the bond, so

$$E^A_{\rm ind}=-\tfrac12\times24.4\times(5.68\times10^{-4})^2=-3.9\times10^{-6}\ \text{hartree}.$$

In the third row the field is half as large and again along the bond, which gives a quarter of this energy. In the last row two wires would feel nothing through the dipole coupling, since $\mathbf e_A\cdot T\mathbf e_B=0$ and the field is across each wire. But A lies in the field $d/R^3$ of B and B in the field $2d/R^3$ of A, both across the bond. Their induction energies differ by a factor of four.

**Q:** And the bounds on dispersion?

**A:** The integrals are $k_{\min}=13.71$ and $k_{\max}=16.66$, and $R^6=6.4\times10^7$. So

$$\frac{6\times13.71}{6.4\times10^7}=1.285\times10^{-6},\qquad\frac{6\times16.66}{6.4\times10^7}=1.562\times10^{-6}\ \text{hartree}.$$

Over a grid of 1183 orientations the dispersion energy runs from $-1.416$ to $-1.433$ microhartree, or $-38.5$ to $-39.0$ micro-eV. It stays inside the bounds, which are not themselves reached on this grid. For your wires, the program keeps only the transition moments along the bonds. In the arrangement $0,90,0$ the dispersion energy then vanishes, while the full molecules have $-1.416$ microhartree.

**Q:** The spread is about one per cent, yet the static polarizabilities differ by seven. Why is dispersion so insensitive?

**A:** In this basis the table contains the answer, though we shall see that the small spread belongs to the basis and not to LiH. For molecules with an axis, $\alpha$ has one value along the bond and one across it. Let $k_{\parallel\parallel}$, $k_{\perp\perp}$ and $k_{\parallel\perp}$ be the integrals $\frac1{2\pi}\int\alpha\alpha\,d\omega$ with the components shown. Weighting them with the squares of the elements of $R^3T$, which are 1, 1 and 4, gives for $R^6|E_{\rm disp}|$

$$(0,0,0):\ 2k_{\perp\perp}+4k_{\parallel\parallel},\qquad(90,90,0):\ k_{\parallel\parallel}+5k_{\perp\perp},\qquad(90,90,90):\ 2k_{\parallel\perp}+4k_{\perp\perp}.$$

The printed energies, $-1.4189$, $-1.4335$ and $-1.4295$ microhartree, make these $90.81$, $91.74$ and $91.49$. Solving the three equations yields $k_{\perp\perp}=15.34$, $k_{\parallel\parallel}=15.03$ and $k_{\parallel\perp}=15.06$. The arrangement $0,90,0$ was not used. It should have $k_{\perp\perp}+5k_{\parallel\perp}=90.6$, or $-1.416$ microhartree, as the table shows.

In this basis the three constants lie within about two per cent of each other, which is why turning the molecules matters so little. There is a reason for their closeness as well. If the component along the bond were the smaller one at all frequencies, $k_{\min}$ would equal $k_{\parallel\parallel}=15.03$. It is $13.71$, so the two components must change order. At zero frequency the component across the bond is larger; over some range of higher frequencies the other one is. The size of the cancellation can be read off: $k_{\max}-k_{\min}$ is $\frac1{2\pi}\int|\alpha_\perp^2-\alpha_\parallel^2|\,d\omega=16.66-13.71=2.95$, while the same integral without the absolute value is $k_{\perp\perp}-k_{\parallel\parallel}=15.34-15.03=0.31$. In the integrals the differences of opposite sign largely cancel in def2-TZVP. That cancellation does not survive a larger basis. In aug-cc-pVTZ the component across the bond stays the larger one up to about $0.66$ hartree instead of $0.18$, and the constants are $k_{\parallel\parallel}=16.9$, $k_{\parallel\perp}=19.5$ and $k_{\perp\perp}=22.6$. The dispersion energy then runs from $-1.76$ to $-2.03$ microhartree, a spread of 15 per cent; def2-QZVPPD gives $-1.71$ to $-1.98$. The sign and the bounds hold in these bases as well, but the near-isotropy is not a property of LiH.

**Q:** All of this rests on sums over states and their rearrangements. Is there independent evidence for the molecules?

**A:** The numerical check uses the orientation $40,70,50$, which has no special symmetry. With 25 states kept on each molecule, eigenvalues of the coupled pair give a second-order energy of $-5.602$ microhartree, and the sum of the three parts in the same truncated space gives the same. With all 190 singlet states the sum of the three parts is $-5.754$.

The dispersion part is $-1.4203$ microhartree from the sum over states. A linear equation for the perturbed wavefunction, which needs no excited eigenstates, and the frequency integral both reproduce it. The dipole operator does not act on spin, so only singlet states enter the sums, and the gap in the bound may be taken as the lowest singlet gap, $0.128$ hartree. With it the bound permits anything down to $-2.82$ microhartree there, about twice the actual strength, so it should be read as a limit and not as an estimate.

## Values computed for the example and the checks

```
GENERAL MODEL (energies in model units)
E2 of V, exact eigenvalues    -0.111244
E2 of vA, vB, W               -0.005463 -0.038194 -0.067587
sum of the three              -0.111244
excess, half of vA moved      -0.008195
excess size, vA put into W    5.0e-11
unknowns, rank of conditions  50 50
rank without partial means    38
TWO-LEVEL SYSTEMS
gaps A, B; coupling (hartree) 0.4 0.3 0.001
E2 both ground (microhartree) -1.4286
E2 A excited (microhartree)   10.0000
LiH PAIR, frozen-core full CI / def2-TZVP
bond length, separation (bohr) 3.0 20.0
singlet states per molecule   190
LiH energy (hartree)          -8.012721
dipole along Li->H (a.u.)     -2.2719
lowest singlet gap (hartree)  0.12839
static alpha perp, par (a.u.) 26.158 24.445
covariance perp, par (a.u.)   2.6613 3.0179
Energies in microhartree; angles thetaA thetaB phi in degrees
angles: first order | ind A | ind B | disp | E2
(0, 0, 0): -1290.33 | -3.9427 | -3.9427 | -1.4189 | -9.3044
(0, 180, 0): 1290.33 | -3.9427 | -3.9427 | -1.4189 | -9.3044
(90, 90, 0): 645.16 | -0.9857 | -0.9857 | -1.4335 | -3.4049
(90, 90, 90): 0.00 | -1.0548 | -1.0548 | -1.4295 | -3.5391
(0, 90, 0): 0.00 | -1.0548 | -4.2191 | -1.4163 | -6.6901
(40, 70, 50): -87.58 | -1.4236 | -2.9104 | -1.4203 | -5.7543
Checks at angles (40, 70, 50), microhartree
E2, 25 states each: eigenvalues -5.60227
E2, 25 states each: sum         -5.60227
induction of A, static field    -1.42365
dispersion, sum over states     -1.420289
dispersion, linear solve        -1.420289
dispersion, frequency integral  -1.420289
lower limit from lowest gap     -2.823266
Orientation scan, dispersion in microhartree
number of orientations          1183
k_min, k_max (a.u.)             13.7124 16.6611
weakest found, bound            -1.4159 -1.2855
strongest found, bound          -1.4335 -1.5620
line dipoles at (0, 90, 0), size 0.0000
weakest, strongest found (micro-eV) -38.53 -39.01
```
